# Two Dirac trace conventions in one-loop vacuum polarization

## Problem

Consider QED with one charged fermion of mass $m$, regulated by continuing the dimension to $d=4-2\epsilon$. The vacuum polarization contains a trace over Dirac matrices, and the Clifford algebra fixes this trace only up to the number $N=\mathrm{tr}\,1$. Two choices both give 4 at $d=4$:

- convention A: $N_A=4$ for every $d$;
- convention B: $N_B=2^{d/2}=4\cdot2^{-\epsilon}$, which continues the size of the Dirac matrices in even dimensions.

Units are $\hbar=c=1$, and $\alpha=e^2/4\pi$.

1. Compute the one-loop vacuum polarization at spacelike momentum $Q$ in both conventions.
2. Define a coupling $\alpha_X(\mu)$, $X=A,B$, by minimal subtraction. How are $\alpha_A$ and $\alpha_B$ related if both describe the same measured charge?
3. Does the effective coupling $\alpha_{\rm eff}(Q)$, expressed through the on-shell $\alpha=\alpha_{\rm eff}(0)$, depend on the convention?
4. Evaluate the results for the electron loop alone, with $\mu=100$ MeV and $Q=10$ MeV.

## First estimate by scaling

The loop has two vertices and two fermion propagators. By power counting it grows as the square of the loop momentum, but gauge invariance requires two powers of the external momentum to be factored out. What remains is a dimensionless screening function $P$, with

$$
P\sim e_0^2\,N\int\frac{d^dk}{(2\pi)^d}\,\frac1{k^4},
$$

where $e_0$ is the bare charge and the integral is cut off at low $k$ by a mass $M$, the larger of $m$ and $Q$. Near four dimensions the angular integral gives $2\pi^2/(2\pi)^4=1/8\pi^2$, and the radial one gives

$$
\int_M^\infty dk\,k^{d-5}=\int_M^\infty dk\,k^{-1-2\epsilon}=\frac{M^{-2\epsilon}}{2\epsilon}.
$$

With $e_0^2=4\pi\alpha_0$ and $N\simeq4$,

$$
\frac{P}{\alpha_0}\sim 4\pi\cdot4\cdot\frac1{8\pi^2}\cdot\frac{M^{-2\epsilon}}{2\epsilon}
=\frac{b}{\epsilon}M^{-2\epsilon},\qquad b\sim\frac1\pi .
$$

Convention B multiplies this by $2^{-\epsilon}=1-\epsilon\ln2+O(\epsilon^2)$. The small change meets the pole and leaves a finite remainder, $-b\ln2$. The pole itself is unchanged, so minimal subtraction does not remove the remainder.

The remainder can be read as a change of scale. In dimensional regularization $\mu$ enters as $\mu^{2\epsilon}$ for each power of $\alpha_0$, and

$$
2^{-\epsilon}\mu^{2\epsilon}=\left(\frac{\mu}{\sqrt2}\right)^{2\epsilon}.
$$

The estimate therefore suggests that B at scale $\mu$ acts like A at scale $\mu/\sqrt2$, with inverse couplings that differ by about $\ln2/\pi\approx0.22$. The remainder does not depend on $M$, hence not on $Q$, so it should cancel from a difference between two momenta. For $Q\gg m$ that difference is estimated as

$$
\frac1{\alpha_{\rm eff}(Q)}-\frac1\alpha\sim-\frac1\pi\ln\frac{Q^2}{m^2}.
$$

The factor $b$ is a rough guess, and the cancellation has still to be shown for the full function of $Q$.

## Exact one-loop solution

### The loop and the effective coupling

In Euclidean space take $\{\gamma_\mu,\gamma_\nu\}=2\delta_{\mu\nu}$ and the fermion action $\bar\psi(\gamma\cdot\partial+m+ie_0\,\gamma\cdot A)\psi$. Integrating out the fermion adds $-\mathrm{Tr}\ln(\gamma\cdot\partial+m+ie_0\,\gamma\cdot A)$ to the photon action. Since $\ln(1+X)$ contains $-X^2/2$, the part quadratic in $A$ is

$$
+\tfrac12\mathrm{Tr}\big[S\,(ie_0\gamma\cdot A)\,S\,(ie_0\gamma\cdot A)\big]
=-\tfrac{e_0^2}{2}\mathrm{Tr}\big[S\,\gamma\cdot A\;S\,\gamma\cdot A\big],
$$

$$
S(k)=\frac1{i\gamma\cdot k+m}=\frac{m-i\gamma\cdot k}{k^2+m^2}.
$$

In momentum space this is $\frac12A_\mu(-q)K_{\mu\nu}A_\nu(q)$ with $p=k+q$ and

$$
K_{\mu\nu}=-e_0^2\int\frac{d^dk}{(2\pi)^d}\,\mathrm{tr}\big[\gamma_\mu S(k)\gamma_\nu S(p)\big].
$$

The Maxwell action has the kernel $Q^2\delta_{\mu\nu}-q_\mu q_\nu$, where $Q^2=q^2$. It is shown below that $K_{\mu\nu}=(Q^2\delta_{\mu\nu}-q_\mu q_\nu)P(Q)$. The sum is then $1+P$ times the Maxwell kernel, and the exchange of one photon between conserved currents is proportional to $e_0^2/[Q^2(1+P)]$. This defines

$$
\alpha_{\rm eff}(Q)=\frac{\alpha_0}{1+P(Q)},\qquad
\frac1{\alpha_{\rm eff}(Q)}=\frac1{\alpha_0}+\frac{P(Q)}{\alpha_0}. \tag{1}
$$

Expanding in $P$ gives the chain of one-loop bubbles. Since $P$ is proportional to $\alpha_0$, the last term in (1) does not depend on the coupling. Positive $P$ means screening.

### Trace and momentum shift

The traces needed are

$$
\mathrm{tr}\,\gamma_\mu\gamma_\nu=N\delta_{\mu\nu},
$$

$$
\mathrm{tr}\,\gamma_\mu\gamma_a\gamma_\nu\gamma_b
=N(\delta_{\mu a}\delta_{\nu b}-\delta_{\mu\nu}\delta_{ab}+\delta_{\mu b}\delta_{a\nu}),
$$

while traces of an odd number of matrices are set to zero, as in four dimensions. The terms linear in $m$ contain three matrices and drop out. With $(-i)^2=-1$ for the term without $m$,

$$
K_{\mu\nu}=-e_0^2N\int\frac{d^dk}{(2\pi)^d}
\frac{\delta_{\mu\nu}(m^2+k\cdot p)-k_\mu p_\nu-k_\nu p_\mu}{(k^2+m^2)(p^2+m^2)} .
$$

Combine the denominators with $1/(AB)=\int_0^1dx\,[(1-x)A+xB]^{-2}$, where $A=k^2+m^2$ and $B=p^2+m^2$:

$$
(1-x)A+xB=k^2+2x\,k\cdot q+xQ^2+m^2=(k+xq)^2+\Delta,
$$

$$
\Delta=m^2+x(1-x)Q^2 .
$$

Set $l=k+xq$, so that $k=l-xq$ and $p=l+(1-x)q$. Terms odd in $l$ integrate to zero, and rotational symmetry replaces $l_\mu l_\nu$ by $\delta_{\mu\nu}l^2/d$. Thus

$$
k\cdot p\to l^2-x(1-x)Q^2,
$$

$$
k_\mu p_\nu+k_\nu p_\mu\to\frac{2l^2}{d}\delta_{\mu\nu}-2x(1-x)q_\mu q_\nu,
$$

and the numerator becomes

$$
\delta_{\mu\nu}\Big[m^2+\Big(1-\frac2d\Big)l^2-x(1-x)Q^2\Big]+2x(1-x)q_\mu q_\nu. \tag{2}
$$

### The momentum integrals

Write $(l^2+\Delta)^{-2}=\int_0^\infty ds\,s\,e^{-s(l^2+\Delta)}$. The Gaussian integral is

$$
\int\frac{d^dl}{(2\pi)^d}e^{-sl^2}=(4\pi s)^{-d/2},
$$

and minus its derivative with respect to $s$ inserts $l^2$, giving $(d/2s)(4\pi s)^{-d/2}$. Therefore

$$
I\equiv\int\frac{d^dl}{(2\pi)^d}\frac1{(l^2+\Delta)^2}
=\frac{\Gamma(2-d/2)}{(4\pi)^{d/2}}\Delta^{d/2-2},
$$

$$
J\equiv\int\frac{d^dl}{(2\pi)^d}\frac{l^2}{(l^2+\Delta)^2}
=\frac d2\,\frac{\Gamma(1-d/2)}{(4\pi)^{d/2}}\Delta^{d/2-1}.
$$

The second integral converges for $0<d<2$ and is continued from there. Since $(1-2/d)(d/2)=-(1-d/2)$ and $(1-d/2)\Gamma(1-d/2)=\Gamma(2-d/2)$,

$$
\Big(1-\frac2d\Big)J=-\Delta\,I .
$$

After integration the square bracket in (2) is thus $I$ times

$$
m^2-\Delta-x(1-x)Q^2=-2x(1-x)Q^2 .
$$

The mass has cancelled from this factor, and the tensor is transverse:

$$
K_{\mu\nu}=(Q^2\delta_{\mu\nu}-q_\mu q_\nu)\,2e_0^2N\int_0^1dx\,x(1-x)\,I .
$$

This holds for any value of $N$, so neither convention disturbs gauge invariance here. With $e_0^2=4\pi\alpha_0$, $d/2=2-\epsilon$ and $8\pi/(4\pi)^2=1/2\pi$,

$$
\frac{P_X(Q)}{\alpha_0}=\frac{N_X}{2\pi}(4\pi)^\epsilon\Gamma(\epsilon)
\int_0^1dx\,x(1-x)\Delta^{-\epsilon}. \tag{3}
$$

This answers the first question. At equal $\alpha_0$ the two functions differ by the factor $2^{-\epsilon}$.

### Minimal subtraction

In $d$ dimensions $\alpha_0$ has mass dimension $2\epsilon$. Use the $\overline{\rm MS}$ factor

$$
S_\mu=\left(\frac{\mu^2e^{\gamma}}{4\pi}\right)^\epsilon
$$

in both conventions, where $\gamma$ is Euler's constant. Multiplying (3) by it gives

$$
S_\mu\frac{P_X}{\alpha_0}=\frac{N_X}{2\pi}\,e^{\gamma\epsilon}\Gamma(\epsilon)
\int_0^1dx\,x(1-x)\left(\frac{\mu^2}{\Delta}\right)^\epsilon .
$$

Because $\Gamma(\epsilon)=1/\epsilon-\gamma+O(\epsilon)$, the product $e^{\gamma\epsilon}\Gamma(\epsilon)$ is $1/\epsilon+O(\epsilon)$. Also $N_X=4(1-c_X\epsilon\ln2)+O(\epsilon^2)$, with $c_A=0$ and $c_B=1$. Using $\int_0^1dx\,x(1-x)=1/6$,

$$
S_\mu\frac{P_X}{\alpha_0}=\frac1{3\pi\epsilon}+F_X(Q,\mu)+O(\epsilon),
$$

$$
F_X(Q,\mu)=\frac2\pi\int_0^1dx\,x(1-x)\ln\frac{\mu^2}{\Delta}-c_X\frac{\ln2}{3\pi}. \tag{4}
$$

The minimally subtracted coupling is defined by removing the pole and nothing else:

$$
\frac{S_\mu}{\alpha_0}=\frac1{\alpha_X(\mu)}-\frac1{3\pi\epsilon}. \tag{5}
$$

Solved for the bare coupling, this reads $\alpha_0=S_\mu\alpha_X[1+\alpha_X/(3\pi\epsilon)+\dots]$, the usual form of the one-loop counterterm. Multiply (1) by $S_\mu$ and insert (4) and (5). The poles cancel, and $S_\mu\to1$ on the finite left side as $\epsilon\to0$:

$$
\frac1{\alpha_{\rm eff}(Q)}=\frac1{\alpha_X(\mu)}+F_X(Q,\mu). \tag{6}
$$

### Relation between the two couplings

At $Q=0$ one has $\Delta=m^2$, and (6) becomes

$$
\frac1{\alpha_X(\mu)}=\frac1\alpha-\frac1{3\pi}\left[\ln\frac{\mu^2}{m^2}-c_X\ln2\right]. \tag{7}
$$

For $X=B$ the bracket is $\ln(\mu^2/2m^2)$, which is the bracket of A with $\mu$ replaced by $\mu/\sqrt2$. Hence

$$
\boxed{\;\alpha_B(\mu)=\alpha_A\!\left(\frac{\mu}{\sqrt2}\right),\qquad
\frac1{\alpha_B(\mu)}-\frac1{\alpha_A(\mu)}=\frac{\ln2}{3\pi}\;}
$$

Differentiating (7) gives the same running in both conventions,

$$
\frac{d\alpha_X}{d\ln\mu}=\frac{2\alpha_X^2}{3\pi},
$$

so the two couplings are the same solution curve read at shifted scales.

The matching condition matters. Both conventions were given the same on-shell $\alpha$. By (5), their bare inverse couplings, multiplied by $S_\mu$, then differ by $\ln2/3\pi$ as $\epsilon\to0$. If the bare couplings were held equal instead, the physical charges would differ.

The choice of $S_\mu$ does not matter as long as it is common. With $\mu^{2\epsilon}$ in its place, $(4\pi)^\epsilon\Gamma(\epsilon)=1/\epsilon+\ln4\pi-\gamma+O(\epsilon)$ adds the same constant to $F_A$ and $F_B$, and the relation between the couplings is unchanged.

### The on-shell result

Subtract (6) at $Q=0$ from (6) at $Q$. Both $\alpha_X(\mu)$ and the constant with $c_X$ cancel:

$$
\frac1{\alpha_{\rm eff}(Q)}=\frac1\alpha-\frac2\pi\int_0^1dx\,x(1-x)
\ln\left[1+x(1-x)\frac{Q^2}{m^2}\right]. \tag{8}
$$

Neither $\mu$ nor the trace convention remains. A quantity that contains this loop through $\alpha_{\rm eff}(Q)$ at fixed $Q$, or through a convergent integral over $Q$, is therefore the same in A and B at this order. If the integral over $Q$ itself diverges, the limit $\epsilon\to0$ cannot be taken inside it: the difference of order $\epsilon$ between the conventions then meets another pole, and the outer divergence must be renormalized before the two results can be compared.

Two limits show the content of (8). For $Q\ll m$, expand the logarithm to first order and use $\int_0^1dx\,x^2(1-x)^2=1/30$:

$$
\frac1{\alpha_{\rm eff}(Q)}\simeq\frac1\alpha-\frac{Q^2}{15\pi m^2}.
$$

The loop's effect vanishes as $Q^2/m^2$, because a long-wavelength field does not resolve the polarization cloud. For $Q\gg m$, drop the 1 inside the logarithm. From $\int_0^1dx\,x(1-x)\ln x=-\frac14+\frac19=-\frac5{36}$ and the symmetry $x\leftrightarrow1-x$,

$$
\int_0^1dx\,x(1-x)\ln[x(1-x)]=-\frac5{18},
$$

$$
\frac1{\alpha_{\rm eff}(Q)}\simeq\frac1\alpha-\frac1{3\pi}\left[\ln\frac{Q^2}{m^2}-\frac53\right]. \tag{9}
$$

At short distance the probe penetrates the cloud and sees a larger charge.

### Where the simple rescaling stops

Each bubble in the chain carries one trace and one power of $\alpha_0$. Its factor $2^{-\epsilon}$ can therefore be absorbed into the $\mu^{2\epsilon}$ that accompanies $\alpha_0$. A two-loop polarization diagram, with a photon exchanged inside the fermion loop, still has one trace but two powers of $\alpha_0$. Rescaling $\mu$ by $\sqrt2$ would supply $2^{-2\epsilon}$, whereas the trace supplies $2^{-\epsilon}$. The argument given here does not carry over, and a further finite change of coupling can be needed. The one-loop formulas also fail at scales so large that the right side of (7) approaches zero, since the coupling is then no longer small.

## Numbers for the electron loop

The inputs are $m=0.5110$ MeV and $1/\alpha=137.0360$. Four decimals are kept so that the arithmetic can be followed; they are digits of the one-loop, electron-only model, not a prediction of the full coupling.

At $\mu=100$ MeV, $\ln(\mu^2/m^2)=10.5531$. Equation (4) at $Q=0$ gives

$$
F_A(0,\mu)=\frac{10.5531}{3\pi}=1.1197,
$$

$$
F_B(0,\mu)=1.1197-0.0735=1.0462 .
$$

The couplings follow from (7):

$$
\frac1{\alpha_A(\mu)}=137.0360-1.1197=135.9163,
$$

$$
\frac1{\alpha_B(\mu)}=137.0360-1.0462=135.9898 .
$$

Running $\alpha_A$ down to $\mu/\sqrt2=70.71$ MeV also gives $135.9898$, as the boxed relation requires.

At $Q=10$ MeV the finite parts are $F_A=0.6638$ and $F_B=0.5903$. Equation (6) then gives

$$
\text{A: }135.9163+0.6638=136.5801,
$$

$$
\text{B: }135.9898+0.5903=136.5801 .
$$

Both agree with (8), where the shift from $1/\alpha$ is $-0.4559$. The effective coupling is $\alpha_{\rm eff}(Q)=0.0073217$.

Combining $\alpha_A$ with $F_B$ is inconsistent. It gives $135.9163+0.5903=136.5066$, too low by $0.0735$. That is about 0.05% of $1/\alpha_{\rm eff}$, but 16% of the vacuum-polarization shift being computed.

The regulated functions show how the agreement arises. Let $D_0$ be the A-minus-B difference of $S_\mu P/\alpha_0$ at $Q=0$, and $D_Q$ the same difference after subtracting the value at $Q=0$ from that at $Q=10$ MeV.

| $\epsilon$ | $D_0$ | $D_Q$ |
|---|---:|---:|
| 0.1 | 0.2057 | −0.0718 |
| 0.01 | 0.0815 | −0.0034 |
| 0.001 | 0.0743 | −0.0003 |

Each difference is $1-2^{-\epsilon}\simeq\epsilon\ln2$ times the corresponding function in A. The unsubtracted function grows as $1/(3\pi\epsilon)$, so $D_0$ tends to $\ln2/3\pi=0.0735$. The subtracted function stays finite, so $D_Q$ tends to zero. At nonzero $\epsilon$ the two regulated theories do differ; the agreement belongs to the limit.

The numerical check checks the loop formula against direct momentum integration with explicit gamma matrices, and the rescaling against the running equation.

## Comparison with the estimate

Scaling found the factor $\sqrt2$ correctly, because that factor depends on the pairing of one trace with one power of $\mu^{2\epsilon}$ and not on the size of the loop. It also identified correctly why the convention cancels: the remainder is independent of $Q$.

The size of the remainder was too large by a factor of 3: $\ln2/\pi\approx0.22$ against $\ln2/3\pi\approx0.074$. The estimate replaced the numerator of the loop by 1, while the exact calculation supplies the weight $2x(1-x)$, whose integral is $1/3$.

For the physical shift, $\ln(Q^2/m^2)=10.553-2\ln10=5.948$, and the estimate gives $-5.948/\pi=-1.89$ against the exact $-0.456$. The factor $1/3$ reduces the estimate to $-0.631$. The constant $5/3$ in (9), which a leading-logarithm argument cannot supply, brings it to $-0.454$. The remaining difference of about $-0.002$ comes from the mass term dropped in (9): expanding the logarithm in (8) one order further gives $-2m^2/(\pi Q^2)\approx-0.0017$.

## Computed values

```
Direct loop integration, m = 1, Q = 2, tr 1 = 4 (units of m)
d = 1.5: longitudinal/transverse = -5.2e-10
d = 1.5: P/e^2 direct 0.0890050, formula 0.0890050
d = 2.0: P/e^2 direct 0.0599656, formula 0.0599656
d = 2.5: P/e^2 direct 0.0449323, formula 0.0449323
d = 3.0: P/e^2 direct 0.0397887, formula 0.0397887
d = 4, m = 1: 1/alpha_eff(3) - 1/alpha_eff(1), dimensionless
  direct -0.088082, formula -0.088082
Worked example, electron loop only
electron mass = 0.510999 MeV
mu = 100.0 MeV, Q = 10.0 MeV
mu/sqrt(2) = 70.7107 MeV
ln(mu^2/m^2) = 10.553116
on-shell 1/alpha = 137.035999
A: F(0,mu) = 1.119720, F(Q,mu) = 0.663828
A: 1/alpha_A(mu) = 135.916279, alpha_A(mu) = 0.007357470
B: F(0,mu) = 1.046175, F(Q,mu) = 0.590283
B: 1/alpha_B(mu) = 135.989824, alpha_B(mu) = 0.007353491
1/alpha_A(mu/sqrt(2)), by running = 135.989824
1/alpha_A(mu/sqrt(2)), by matching = 135.989824
1/alpha_B(mu) - 1/alpha_A(mu) = 0.073545
ln 2/(3 pi) = 0.073545
on-shell shift of 1/alpha_eff at Q = -0.455892
1/alpha_eff(Q) from A = 136.580107
1/alpha_eff(Q) from B = 136.580107
alpha_eff(Q) = 0.007321710
1/alpha_eff(Q), alpha_A wrongly used with F_B = 136.506562
Finite eps, S*P/alpha_bare: value at Q = 0, then P(Q) - P(0)
eps = 0.1: at 0: A 3.072230, B 2.866492, A-B 0.205738
  subtracted: A -1.071549, B -0.999790, A-B -0.071758
eps = 0.01: at 0: A 11.792232, B 11.710777, A-B 0.081455
  subtracted: A -0.495862, B -0.492436, A-B -0.003425
eps = 0.001: at 0: A 107.229033, B 107.154733, A-B 0.074300
  subtracted: A -0.459733, B -0.459414, A-B -0.000319
```
